Hole drift time across a 50 nm oxide semiconductor film

**Question.** A thin-film transistor with an amorphous oxide channel is held at negative gate bias under light. Light creates holes in the channel, and the field pulls them towards the gate insulator, where some may be trapped and shift the threshold voltage. Suppose that the film is 50 nm thick, that 1 V drops across it, and that the hole mobility is 10⁻⁴ cm²/Vs. How long does a hole take to cross, how does this time scale, and how far do the neglected effects move it?

**Answer.** Let x run from the back face of the film, x = 0, to the insulator, x = L. Let V > 0 be the potential at the back face minus that at the insulator side, so that holes drift towards +x. This V is the drop across the semiconductor alone, not the gate voltage, part of which falls across the insulator.

In a uniform field F = V/L, a hole of constant mobility μ has the drift speed v = μF = μV/L. The crossing time is therefore

t = L/v = L²/(μV).

One power of L comes from the distance and the other from the field, which weakens as the film thickens at fixed V. If the field were held fixed instead, t would grow as L. At fixed V, doubling the thickness multiplies the time by four; doubling the voltage or the mobility halves it.

With L = 5.0 × 10⁻⁶ cm,

F = 1 V / (5.0 × 10⁻⁶ cm) = 0.20 MV/cm,

v = (10⁻⁴ cm²/Vs)(2.0 × 10⁵ V/cm) = 20 cm/s,

t = (5.0 × 10⁻⁶ cm)/(20 cm/s) = 2.5 × 10⁻⁷ s = 0.25 μs.

An electron with an assumed mobility of 10 cm²/Vs would cross the same film, at the same voltage, in 2.5 ps. The ratio of 10⁵ is the ratio of the two mobilities.

**Diffusion: a spread of arrival times**

Holes also diffuse. For a dilute hole gas near thermal equilibrium, the Einstein relation gives D = μkT/e. The strength of drift relative to diffusion is measured by

a = eV/(kT).

At 300 K, kT = 0.02585 eV and a = 38.7.

Let M(x) be the mean time to reach the insulator from x. In a short time δt the hole moves by vδt plus a random step of zero mean and variance 2Dδt. The mean remaining time must therefore satisfy

M(x) = δt + M(x) + vδt M′(x) + Dδt M″(x),

to first order in δt. Cancelling M(x) and dividing by δt gives

D M″ + v M′ = −1.

The back face reflects holes, so M′(0) = 0. The journey ends at the insulator, so M(L) = 0. Now set s = x/L and m = M/t. Since vt/L = 1 and Dt/L² = D/(μV) = 1/a,

m″/a + m′ = −1.

Multiplication by a exp(as) turns the left side into the derivative of exp(as) m′. Integrating from the wall, where m′ = 0, gives

m′(s) = −[1 − exp(−as)].

A second integration, from s to 1, gives

m(s) = 1 − s − [exp(−as) − exp(−a)]/a,

m(0) = 1 − [1 − exp(−a)]/a.

For a = 38.7 the mean crossing time is thus 0.25 μs × (1 − 1/38.7) = 0.244 μs, which is 2.6% below the drift time. The wall causes this shortening. With open space behind the start, the term exp(−as) in m′ would be excluded because it grows without limit towards negative s. Then m = 1 − s, and the mean from s = 0 would be the drift time itself.

At very low voltage the behaviour changes. For a ≪ 1, the expansion exp(−a) ≈ 1 − a + a²/2 gives m(0) ≈ a/2, so that

M(0) ≈ ta/2 = L²/(2D).

The drift formula diverges as V → 0, but the real crossing time in this model levels off at the diffusion time. Here that is 0.25 μs × 38.7/2 = 4.8 μs.

The width of the arrival-time distribution follows from the mean square time. Let q(s) be that mean square divided by t². Squaring the time after one short step adds a term 2δt M, so the same argument gives

q″/a + q′ = −2m, with q′(0) = 0 and q(1) = 0.

The same integrating factor gives

q′(s) = −2a exp(−as) ∫₀ˢ exp(au) m(u) du.

For large a, terms of order exp(−a) may be dropped, and m(u) ≈ 1 − u − exp(−au)/a. Integration by parts of the piece with 1 − u then yields

q′(s) = −2{(1 − s) − exp(−as) + [1 − exp(−as)]/a − s exp(−as)}.

Integrate from 0 to 1. The four terms in the braces contribute 1/2, −1/a, 1/a − 1/a² and −1/a², so

q(0) = 2(1/2 − 2/a²) = 1 − 4/a².

Subtracting the squared mean, (1 − 1/a)², leaves

variance/t² = 2/a − 5/a².

The standard deviation is 0.22 t, or 0.055 μs. Diffusion therefore moves the mean by a few per cent but spreads the individual arrivals by about a fifth of the drift time.

Light that is weakly absorbed creates holes almost uniformly through the film, not at the back face alone. Averaging m(s) over s gives, again without terms of order exp(−a),

mean time/t = 1/2 − 1/a².

This is 0.125 μs. The 0.25 μs estimate describes a full crossing, and the average photogenerated hole needs half of it.

**Fixed charge: a field that is not uniform**

Suppose first that F varies with x but stays positive. Pure drift then takes

t_F = (1/μ) ∫₀ᴸ dx/F(x).

The Cauchy–Schwarz inequality, applied to √F and 1/√F, gives

L² = (∫₀ᴸ √F · (1/√F) dx)² ≤ (∫₀ᴸ F dx)(∫₀ᴸ dx/F) = V μ t_F.

Hence t_F ≥ L²/(μV). For constant mobility and a fixed voltage drop, a uniform field gives the fastest full crossing by drift. Time lost where the field is weak exceeds the time gained where it is strong.

A definite case is a film emptied of electrons, with a uniform density N of singly ionized donors. In practical units, with permittivity ε, Poisson's equation is dF/dx = eN/ε. Thus F = F₀ + eNx/ε, and the condition that F integrates to V gives

F₀L + eNL²/(2ε) = V.

Define d = eNL²/(2εV). Then F₀ = (V/L)(1 − d) and eN/ε = 2dV/L², so that

F(x) = (V/L)(1 − d + 2dx/L).

For d < 1 the drift time is

t_F = t ∫₀¹ ds/(1 − d + 2ds) = [t/(2d)] ln[(1 + d)/(1 − d)].

For small d the logarithm expands to 2d + 2d³/3, so the relative delay is d²/3. There is no first-order term: the delay in the weak half of the field is cancelled to that order by the gain in the strong half.

Take a relative permittivity of 10 and N = 10¹⁷ cm⁻³ as rough model values. Then d = 0.226, and the full formula lengthens the drift by 1.8%. Because d is proportional to N, it reaches 1 at N = 4.4 × 10¹⁷ cm⁻³.

At d = 1 the field vanishes at the back face and F = 2Vx/L². A hole that starts at x₀ > 0 takes

t(x₀) = [L²/(2μV)] ∫ dx/x = (t/2) ln(L/x₀),

where the integral runs from x₀ to L. From x₀ = 1 nm this is 0.125 μs × ln 50 = 0.49 μs. It diverges as x₀ → 0, but only logarithmically, and the average of ln(L/x₀) over uniform starts is 1. The average drift time is therefore t/2, finite and equal to the uniform-field value without diffusion. These are drift-only results. The potential drop from the back face to x₀ is Vx₀²/L², which is below kT/e for x₀ < L/√a = 8 nm, and there diffusion carries the hole out of the weak field. With diffusion included the divergence disappears, and the mean time from 1 nm or from the back face itself is about 0.35 μs. For d > 1, if the film is still emptied of electrons, the field near the back face points the wrong way, and a hole created there cannot cross by drift alone. It must diffuse over a potential barrier of height eV(d − 1)²/(4d). Just above d = 1 this is small compared with kT and adds little delay; once it exceeds a few kT, the delay grows steeply with d.

The uniform field also has a requirement of its own. If there is no field behind the film, Gauss's law demands a positive charge at its back face of

εF/e = 1.1 × 10¹² elementary charges per cm².

A back electrode or charged back surface could supply it. With a neutral back surface and no field behind it, the donors must produce the whole field. In a film emptied right through, this is the case d = 1. With fewer donors such a film cannot hold the full drop: N = 10¹⁷ cm⁻³ gives only eNL²/(2ε) = 0.23 V. With more donors and the same voltage drop, only a layer next to the insulator is emptied, and the field behind that layer nearly vanishes.

**Hopping: is the mobility constant at this field?**

A mobility as low as 10⁻⁴ cm²/Vs suggests hopping between localized states. In a simple model of equal sites a distance b apart, the hop rates along and against the field are w exp(y) and w exp(−y), with

y = eFb/(2kT).

The mean speed is the distance per hop times the difference of the rates:

v = bw[exp(y) − exp(−y)] = 2bw sinh y.

At low field this becomes 2bwy = (eb²w/kT)F. Equating it to μF gives w = μkT/(eb²), and therefore

v = μF (sinh y)/y.

For an assumed spacing b = 1 nm, w = 2.6 × 10⁸ s⁻¹ and y = 0.387, so the speed is 2.5% above μF. Solving the linear equations for the mean exit time of a chain of 50 such hops, with no backward hop from the first site, gives 0.240 μs. This includes both the faster hopping and the effect of the wall. The correction is this small because the symmetric split of the rates removes the term of first order in y, leaving y²/6. The energy gained per hop, eFb = 0.020 eV, is not far below kT, and another choice of rates matters. With Miller–Abrahams rates, w along the field and w exp(−2y) against it, the low-field mobility is the same, but v = μF[1 − exp(−2y)]/(2y), which is 30% below μF here. Disorder in site energies and spacings is left out and could change the field dependence.

**Traps: where the estimate can fail by orders of magnitude**

Let μ now be the mobility between captures. A hole still needs a total free time t to cross, diffusion being neglected. If it is captured at a constant rate 1/τ_c while free, the mean number of captures is t/τ_c. Each costs a mean release time τ_r, so

mean crossing time = t + (t/τ_c)τ_r = t(1 + τ_r/τ_c).

For thermal release from a trap of depth E with attempt rate ν,

τ_r = exp(E/kT)/ν.

Here E means the barrier at the operating field, which can be lower than the zero-field depth. For a trap that is negatively charged when empty, the simple Poole–Frenkel estimate of the lowering is e√[eF/(πε)]. At 0.20 MV/cm and a relative permittivity of 10 this is 0.11 eV for escape straight along the field, which makes escape in that direction about sixty times faster. Other directions gain less, so the release as a whole is shortened by a smaller factor.

With E = 0.50 eV and ν = 10¹² s⁻¹, both assumed, τ_r = 251 μs. If there is one capture per crossing on average, τ_c = t and the mean time rises by a factor 1 + 251/0.25 ≈ 1000. The mean then hides a split into two groups: a fraction exp(−1) = 37% meets no trap and crosses in 0.25 μs, while the others are delayed by typical times of hundreds of microseconds.

Setting τ_r = t gives the depth at which one release lasts as long as the free crossing:

E = kT ln(νt) = 0.32 eV.

Shallower traps delay a hole by less than t per capture, on average, and deeper ones by more. The exponential makes trap depth far more important than the modest corrections found above. If, however, the quoted mobility is already an effective value that includes these traps, their delay must not be added again.

Recombination sets a separate condition. If holes are lost at a constant rate 1/τ, the fraction that survives a full drift is exp(−t/τ). More than half survive only if τ exceeds t/ln 2 = 0.36 μs.

**What this says about bias and illumination stress**

The example is in the regime of an amorphous In–Ga–Zn–O transistor, whose channel is commonly some tens of nanometres thick and whose electron mobility is roughly 10 cm²/Vs. The hole mobility is much less certain; 10⁻⁴ cm²/Vs is an assumed round value, not a measured property of this material. The assumption most at risk in a real film is trap-free motion, since states near the valence band edge are expected to be strongly localized. One 0.5 eV trap per crossing already moves the mean from 0.25 μs to about 0.25 ms. The voltage across the film also depends on its charge and on the insulator, so 1 V should not be read as a gate bias.

Stress tests may be run warm. If the mobility is thermally activated with an assumed energy of 0.30 eV and a constant prefactor, warming from 300 K to 333 K multiplies it by

exp[(0.30 eV/k)(1/300 K − 1/333 K)] = 3.2.

At the same voltage the drift time falls to 0.08 μs. This is a larger change than diffusion, moderate donor charge or the field dependence of hopping between equal sites produces, though much smaller than the possible effect of deep traps.

Now compare the crossing with a stress lasting 10⁴ s, about three hours. The ratio is

10⁴ s / (2.5 × 10⁻⁷ s) = 4 × 10¹⁰.

For free drift alone to last that long at the same thickness and voltage, the mobility would have to be smaller by this factor, or 2.5 × 10⁻¹⁵ cm²/Vs. Alternatively, a single release would take 10⁴ s from a trap of depth kT ln(10¹⁶) = 0.95 eV, with the same attempt rate and at 300 K.

Thus, if the assumed mobility is even roughly right and the field nowhere points backwards, free transit does not set the pace of a threshold shift that develops over hours. Even diffusion with no field at all would take only 4.8 μs on average from the back face, and a field that nowhere points backwards can only shorten this. Slow release from deep states, capture at or inside the insulator, or slow changes of defects in the film could set that pace. The drift time cannot tell these apart. It shows that, in such a field, holes which avoid deep traps and recombination reach the insulator soon after they are created, and that the slow step must be sought elsewhere.

All numerical values are calculated from the stated model.
